\section*{Choosing the charge window in rate-equation transport through a silicon island}

\section{The situation and the setting}

A short silicon transistor is cooled to 1.5 K. Two barriers isolate a piece of its channel, and current flows by electrons hopping from the source onto this island and from there to the drain. Adding an electron costs charging energy, about 20 meV in the example below and far more than $kT$, so over wide ranges of voltage one electron number dominates. The island also has orbital and valley levels, and an electron may arrive in any of them.

A program that computes this current from rate equations needs a list of island states. A simple way to choose it is a range of electron numbers, $N_{\min}$ to $N_{\max}$. A narrow range is cheap, but is it wide enough? An obvious thing to look at is whether the source and drain currents agree. The analysis below shows that their agreement says nothing about the range, and it supplies a quantity that does.

\section{States and rates}

Let $q$ label a level together with a spin. An island state $n$ is a list of occupied $q$, with $N_n$ electrons. In the constant-interaction model, with $e>0$, the source grounded and terms independent of $N$ dropped,
\begin{equation}
E_n=\sum_{q\in n}\varepsilon_q+\frac{N_n^2e^2}{2C}-N_n e\,\frac{C_gV_g+C_DV_D}{C}.
\end{equation}
Here $C=C_S+C_D+C_g$. Since $(N+1)^2-N^2=2N+1$, putting an electron into $q$ on an island holding $N$ costs
\begin{equation}
\Delta_q(N{+}1)=\varepsilon_q+\left(N+\tfrac12\right)\frac{e^2}{C}-e\,\frac{C_gV_g+C_DV_D}{C}.
\label{cost}
\end{equation}
The leads have chemical potentials $\mu_S=0$ and $\mu_D=-eV_D$. With $f(x)=1/(e^{x/kT}+1)$, lead $r$ fills $q$ at the rate $\Gamma_{rq}f(\Delta_q-\mu_r)$ and empties it at $\Gamma_{rq}[1-f(\Delta_q-\mu_r)]$.

These rates assume leads in equilibrium, one tunnelling event at a time, and no coherence between island states. They require $\hbar$ times the total exit rate of a state to be small beside $kT$ and beside the splitting of levels that couple to the same lead states, and first-order hopping not to be so suppressed that second-order processes take over.

Let $R_{mn}$ be the total rate from $n$ to $m\ne n$, including any relaxation inside the island. The probabilities obey $\dot p=Wp$, with
\begin{equation}
(Wp)_m=\sum_n R_{mn}p_n-K_mp_m,\qquad K_m=\sum_n R_{nm}.
\end{equation}
The stationary state is the null vector of $W$ with unit sum.

\section{There is one stationary state}

Each column of $W$ sums to zero, so $W$ is singular and a real null vector $p$ exists. It satisfies $K_mp_m=\sum_nR_{mn}p_n$, hence $K_m|p_m|\le\sum_nR_{mn}|p_n|$. Summed over $m$, both sides equal $\sum_nK_n|p_n|$, so equality holds for every $m$ and $|p|$ is also a null vector.

If $|p_m|=0$ for one state, every state feeding $m$ has zero weight too. At finite temperature no Fermi factor vanishes, so all states are connected and all weights would be zero. A nonzero null vector therefore has no zero entry. Two independent null vectors could be combined to make a zero entry, so there is just one. Because $|p|$ is a null vector, $p$ can be taken positive.

The argument also holds in a window with at least two neighbouring electron numbers, since any pattern can be turned into any other of the same $N$ by exchanging electrons through the neighbouring number. A window with a single $N$ contains no tunnelling and gives no current.

\section{What current conservation tests}

Let $R^{(r)}$ contain the tunnelling through lead $r$. The particle current from that lead into the island is
\begin{equation}
J_r=\sum_{mn}(N_m-N_n)R^{(r)}_{mn}p_n .
\end{equation}
The electrical current is $I=eJ_S$, positive when electrons run from source to drain. Multiply $Wp=0$ by $N_m$, sum, and exchange the labels in the loss term:
\begin{align}
0&=\sum_{mn}N_mR_{mn}p_n-\sum_{mn}N_mR_{nm}p_m\nonumber\\
&=\sum_{mn}(N_m-N_n)R_{mn}p_n=J_S+J_D .
\label{cons}
\end{align}
Relaxation inside the island has $N_m=N_n$ and drops out.

Now discard all states outside a window $A$, delete the transitions across its edge in both directions, and rebuild the diagonal from the rates that remain. The columns of the new matrix $W_A$ again sum to zero. Equation (\ref{cons}) used nothing else about the states, so the truncated currents balance however poor the window is. The balance tests the null vector and the bookkeeping of rates.

It does expose one faulty truncation. Suppose the diagonal still contains $\ell_a$, the rate from $a$ to discarded states. No stationary state then exists. The slowest mode $v$, with unit sum, obeys $(W_A-\mathrm{diag}\,\ell)v=-\lambda v$, and summing the components gives $\lambda=\sum_a\ell_av_a$: the mode decays at its mean leak rate. Its current imbalance is
\begin{equation}
J_S+J_D=\sum_aN_a(W_Av)_a=\sum_aN_a(\ell_a-\lambda)v_a ,
\end{equation}
which is in general not zero.

\section{What truncation costs}

Let $p$ solve the full problem, $P=\sum_{a\in A}p_a$, and $q_a=p_a/P$. Let $\pi$ be the null vector of $W_A$. For $a\in A$ the full balance, with the terms that cross the edge moved to the right, reads
\begin{equation}
(W_Ap)_a=-s_a,\qquad s_a=\sum_{b\notin A}R_{ab}p_b-\ell_ap_a .
\end{equation}
The left side sums to zero, so $\sum_as_a=0$: total inflow equals total outflow $\sum_a\ell_ap_a$. The sum of absolute values therefore obeys $\|s\|_1\le2\sum_a\ell_ap_a$.

Subtracting $W_A\pi=0$ gives $W_A(q-\pi)=-s/P$. To solve this, let $\mathbf 1^T$ be a row of ones and consider $M=W_A-\pi\mathbf 1^T$. If $Mx=0$, summing components gives $\mathbf 1^Tx=0$; then $W_Ax=0$, so $x\propto\pi$, and its zero sum makes it vanish. Thus $M$ is invertible. It acts like $W_A$ on $q-\pi$, whose sum is zero. With $W_A^{\#}=M^{-1}+\pi\mathbf 1^T$, whose second term gives nothing on $s$,
\begin{equation}
q-\pi=-\frac{W_A^{\#}s}{P},\qquad
\|q-\pi\|_1\le2\|W_A^{\#}\|_1\sum_{a\in A}\ell_aq_a .
\label{bound}
\end{equation}
The matrix norm is the largest column sum of absolute values.

Two things control this error inside the window: the leak, and the island's sensitivity to it. The probability outside, $1-P$, is a separate error. It can be large even for a small leak if the discarded states return slowly. A mode of $W_A$ decaying at rate $\lambda$ is multiplied by $-1/\lambda$ in $W_A^{\#}$, so slow internal modes amplify a small leak. The bound uses the full solution through $q$. A practical indicator replaces $q$ by $\pi$:
\begin{equation}
\Lambda=\sum_{a\in A}\ell_a\pi_a .
\label{leak}
\end{equation}
It needs just the truncated solution and the rates of the deleted transitions. The ratio $\Lambda/|J_S|$ is an indicator and not a bound.

\section{Finding the null vector}

In Coulomb blockade the current rests on very small probabilities, which subtraction can destroy. Elimination of one state at a time avoids this. The last state $n$ has the balance
\begin{equation}
p_ns_n=\sum_{j<n}R_{nj}p_j,\qquad s_n=\sum_{j<n}R_{jn}.
\end{equation}
Here $s_n$ is its total exit rate. Inserting $p_n$ into the gain $R_{in}p_n$ of another state $i$ gives new direct rates
\begin{equation}
R_{ij}\leftarrow R_{ij}+\frac{R_{in}R_{nj}}{s_n},\qquad i\ne j .
\end{equation}
The return trip $i=j$ appears equally in gain and loss and cancels. After repeating this down to one state, set $p_1=1$, recover the others in order from their balances, and normalise. All operations add, multiply or divide non-negative numbers, so small entries keep their relative accuracy. Both $f$ and $1-f$ must be computed directly. Ordering the states by $E_n+eV_DN_n/2$ and removing the highest first keeps the exit rates above numerical underflow in the examples below, at 1.5 K. At 0.1 K the exit rates of about half the two-electron states in the deep-blockade example fall below the double-precision range, so one must store their logarithms or use numbers with a wider exponent range.

\section{A silicon island at 1.5 K}

Take $C_S=C_D=2$ aF and $C_g=4$ aF, so $e^2/C=20.03$ meV, while $kT=0.129$ meV. Two orbitals and two valleys give levels at 0, 0.6, 3.0 and 3.8 meV. Per spin, the source rates are 0.50, 0.40, 1.20 and 0.90 ns$^{-1}$ and the drain rates 0.30, 0.35, 0.80 and 0.60 ns$^{-1}$. The eight spin-orbitals make $2^8=256$ states. The gate is held at 67 mV, and there is no internal relaxation.

\subsection{A case solved by hand}

At $V_D=10$ mV, equation (\ref{cost}) gives for the second electron
\[
\Delta_q(2)=\varepsilon_q+30.04-33.5-2.5=\varepsilon_q-5.96\ \text{meV}.
\]
All four costs lie between $\mu_D=-10$ and $\mu_S=0$ meV, many $kT$ from either. The source only fills and the drain only empties, up to exponentially small terms. The first electron costs at most $-22.2$ meV, below both chemical potentials, so it stays; a third costs at least 14.1 meV, above both, so it does not enter. Hence $N$ alternates between 1 and 2.

With $x_q=\Gamma_{Sq}/\Gamma_{Dq}$, the choice $p_n\propto\prod_{q\in n}x_q$ balances each pair of states, because $\Gamma_{Sq}p_n=\Gamma_{Dq}p_{n+q}$. Define $X_1=\sum_qx_q$ and $X_2=\sum_{q<q'}x_qx_{q'}=\frac12(X_1^2-\sum_qx_q^2)$. These are the unnormalised weights of $N=1$ and $N=2$. Counting electrons that leave to the drain,
\begin{equation}
J_S=\sum_q\Gamma_{Dq}\frac{x_q(X_1-x_q)}{X_1+X_2}
=\frac{\sum_q\Gamma_{Sq}(X_1-x_q)}{X_1+X_2}.
\end{equation}
The ratios are 1.667, 1.143, 1.5 and 1.5, each occurring twice. Hence $X_1=11.619$, $\sum_q x_q^2=17.168$ and $X_2=58.917$. With $\sum_q\Gamma_{Sq}=6.0$ and $\sum_q\Gamma_{Sq}x_q=8.881$ ns$^{-1}$,
\[
J_S=\frac{6.0\times11.619-8.881}{70.536}=0.8624\ \text{ns}^{-1}.
\]
One electron per ns is 160.2 pA, so $I=138.2$ pA. Elimination on all 256 states gives the same current.

\subsection{Three drain voltages}

The error below is that of the truncated current relative to the 256-state current. The very small entries hold within the rate equations only: in a device, lifetime broadening opens the closed transitions more than the Fermi factors do.

\begin{center}
\begin{tabular}{ccccc}
$V_D$ (mV) & $N$ & $I$ (pA) & error & $\Lambda$ (ns$^{-1}$)\\
10 & 1--2 & 138.18 & rounding & $3\times10^{-43}$\\
24 & 1--2 & 138.18 & $2.6\times10^{-8}$ & $5.5\times10^{-8}$\\
28 & 1--2 & 138.18 & $2.9\times10^{-2}$ & $5.9\times10^{-2}$\\
28 & 0--2 & 142.23 & rounding & $4\times10^{-33}$
\end{tabular}
\end{center}

In every row source and drain currents agree to about $10^{-16}$ of the current, including the row that is wrong by 2.9\%. The leak separates the rows. For $N=1$--2, $\Lambda/J_S$ is $6\times10^{-8}$ at 24 mV and 0.07 at 28 mV, between two and three times the current error. At 28 mV the occupation error $\|q-\pi\|_1$ is 0.066 and the bound (\ref{bound}) is 0.56: safe, but loose. Leaving the outward losses on the diagonal in this case gives a mode decaying at 0.047 ns$^{-1}$ and a current imbalance of 4.7\% of the larger of the two currents.

The missing state at 28 mV is the empty island. Equation (\ref{cost}) gives
\[
\Delta_q(1)=\varepsilon_q+10.01-33.5-7.0=\varepsilon_q-30.49\ \text{meV}.
\]
An electron in the lowest level lies 2.49 meV below $\mu_D=-28$ meV, about 19 $kT$, and hardly ever leaves. Judged by the ground state, $N=0$ looks negligible. An electron left in the 3.0 or 3.8 meV level lies at $-27.49$ or $-26.69$ meV, above $\mu_D$, and escapes easily. The window must be judged from every state that carries weight. Relaxation inside the island empties these upper levels and weakens the effect: at 28 mV the error of the window 1--2 falls from 2.9\% to 0.8\% with spin-conserving relaxation at 1 ns$^{-1}$, and to 0.04\% at 10 ns$^{-1}$.

\subsection{Deep blockade}

Move the gate to 82 mV and set $V_D=2$ mV. From the two-electron ground state, adding an electron from the source costs 9.17 meV and removing one to the drain costs 9.46 meV. Even an electron in the highest level lies 5.66 meV below $\mu_D$, so its escape rate carries $e^{-5.66/0.129}\sim10^{-19}$. All $\binom82=28$ two-electron patterns are stationary to double precision.

A singular-value decomposition accordingly finds 28 numerical null vectors, meaning singular values below $256$ times machine precision times the largest one. In one run the last singular vector gives $1\times10^{-13}$ pA, with source and drain disagreeing by 34\% of the larger current. Both numbers are rounding noise and change when the states are reordered. Elimination gives $3.6\times10^{-29}$ pA with balanced currents. Here conservation is useful, provided the mismatch is divided by the current and not by the largest rate. It remains one condition on many probabilities, so passing it does not certify them all.

Adding spin-conserving relaxation at 1 ns$^{-1}$ reduces the 28 vectors to three, one for each spin projection $-1,0,1$ of two electrons. Relaxation alone cannot connect these groups.

The tiny sequential current is not a device prediction. In second order an electron crosses through a virtual state. For tunnel amplitudes $t_r$ and lead densities of states $\nu_r$, $\Gamma_r=2\pi|t_r|^2\nu_r/\hbar$. The golden rule with amplitude $t_St_D/\Delta$ and an energy window $eV_D\gg kT$ gives
\begin{equation}
J_{\rm cot}\approx\frac{2\pi}{\hbar}\frac{|t_St_D|^2}{\Delta^2}\nu_S\nu_D\,eV_D
=\frac{\hbar\,\Gamma_S\Gamma_D\,eV_D}{2\pi\Delta^2}.
\end{equation}
For a size estimate, open all channels by using the summed rates 6.0 and 4.1 ns$^{-1}$, and add the two paths, $1/\Delta\to1/9.17+1/9.46$ meV$^{-1}$. The result, about 0.04 pA, is an overestimate, because at 2 mV there is too little energy to excite the upper orbitals. Keeping only the channels open from the ground state lowers it by a factor of about ten or more, which is still far above the sequential current.

\section{How far the numbers reach}

The parameters are illustrative values for a gate-controlled island in a silicon nanowire transistor, not a fit to a particular device. A 40 nm box with mass $0.19\,m_0$ (the transverse mass of silicon, which applies along the channel to valleys whose long axis is perpendicular to it) has a first level spacing of 3.7 meV, near the 3.0 meV used. A barrier 30 meV high and 10 nm wide, struck at the frequency $3\ \text{meV}/h$, passes about 0.3 electrons per ns, like the slower rates here, if only the exponential decay factor is kept. The omitted prefactor and the attempt frequency of each level can change this by a factor of a few. Real barriers pass fast electrons more readily, which breaks the assumption of constant $\Gamma$. For this barrier the rate grows by a factor $e$ per 7.8 meV. With the quoted rates assigned to the middle of the bias window, the current rises by 23\% at 10 mV and by 112\% at 28 mV. Both figures depend on that reference energy, and at 28 mV the bias is close to the barrier height, which is beyond what a fixed barrier can describe.

Other neglected effects were sized by repeating the elimination with one change at a time, the gate held at 67 mV:
\begin{itemize}
\item Spin-conserving relaxation at 1 ns$^{-1}$ between all levels lowers the current by 26\% at 10 mV and 27\% at 28 mV. If spin-flip relaxation at the same rate is added, the drops are 30.8\% and 32.5\%.
\item A fifth level at 6.5 meV, with source and drain rates 1.5 and 1.0 ns$^{-1}$, adds 0.2\% at 10 mV and 24\% at 28 mV.
\item Lowering the energy by 0.5 meV per parallel-spin pair, a partial model of exchange, changes neither current visibly. A single electron has no partner, so the transitions between zero and one electron are not shifted. Those between one and two electrons stay many $kT$ inside the bias window, where their rates do not depend on energy.
\end{itemize}
The largest lifetime broadening is 5\% of $kT$. Direct tunnelling from source to drain through 60 nm of a 30 meV barrier, for one orbital mode with twofold spin and valley, is between about $10^{-15}$ and a few times $10^{-13}$ pA at 10 mV when the transmission is summed over the bias window. The low end is a flat barrier measured from the source Fermi level with the exponential factor alone. The high end applies when the bias tilts the barrier down by 10 meV towards the drain and the prefactor is kept. Either is negligible here.

\section{Guidance}

\begin{enumerate}
\item Start with the electron numbers whose transitions lie in the bias window, and keep at least two. In deep blockade, where no transition lies there, keep the dominant number and its neighbours on both sides. Include a further number if any state with appreciable weight, excited ones included, can reach it. Within the rate equations and for comparable tunnel rates, a transition closed by $\delta$ is suppressed by about $e^{-\delta/kT}$. In a device with rates like those used here, lifetime broadening leaves a larger tail once $\delta$ exceeds roughly 7 to $10\,kT$, the lower figure for a width set by a total exit rate of 10 ns$^{-1}$ and the upper for a rate near 1 ns$^{-1}$. The occupation of a level then falls only as $1/\delta$. The current through a level outside the bias window falls faster, approaching $1/\delta^2$ when $\delta$ is much larger than $e|V_D|$.
\item Compute $\Lambda/|J_S|$ from equation (\ref{leak}). If it is not well below the wanted relative accuracy, widen the window and compare currents. Do so even for a small ratio in two cases: when the island has slow internal modes, since equation (\ref{bound}) then permits a large response, and when discarded states may return slowly.
\item Use $|J_S+J_D|/|J_S|$ to judge the solver. Near zero bias the net current is a small difference of larger flows, so this ratio loses digits there even for a good null vector.
\item Converge the number of levels separately. At 28 mV the charge window 0--2 is converged to rounding for four levels, while a fifth level moves the current by 24\%.
\item In deep blockade, compare the result with the cotunnelling estimate before giving it physical meaning.
\end{enumerate}
